# The Kardar-Parisi-Zhang coefficient for etching and deposition at constant normal speed: a program that tests the result

```python
"""Result under test: a surface z = h(x,y,t), solid below and plasma above,
whose elements all move along their normals at one speed v, obeys
    dh/dt = s*v + (lambda/2)*|grad h|^2 + fourth order,  lambda = s*v,
with s = +1 for deposition and s = -1 for etching.
The moved surface is built independently as an envelope of discs or spheres.
Lengths are in nm and times in min unless a name says otherwise.
amp, period: amplitude and period of the initial corrugation amp*cos(k*x).
travel: distance v*t moved along the normal.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize

# Rough process values and the chosen corrugation
etch_speed, etch_time = 60.0, 2.0
dep_speed, dep_time = 20.0, 6.0
amp, period = 50.0, 1000.0
k = 2 * np.pi / period
max_slope = amp * k
travel = etch_speed * etch_time
assert np.isclose(travel, dep_speed * dep_time)
radius = 1 / (amp * k**2)


def initial(x):
    return amp * np.cos(k * x)


def envelope(x, distance, s):
    """Height after moving by distance: extreme reach of discs on the surface."""
    angle = np.linspace(-0.6, 0.6, 8001)
    x = np.atleast_1d(x)[:, None]
    reach = s * initial(x + distance * np.sin(angle)) + distance * np.cos(angle)
    return s * reach.max(axis=1)


# --- Coefficient on a two-dimensional surface, from small spheres ---
def surface(x, y, scale):
    return scale * (40 * np.cos(k * x) + 25 * np.sin(1.7 * k * y + 0.4))


def sphere_rate(x, y, scale, s):
    """Vertical speed divided by v, from the envelope of small spheres."""
    r = 0.01
    base = surface(x, y, scale)

    def negative_reach(p):
        cap = np.sqrt(max(1 - p[0]**2 - p[1]**2, 0.0))
        return -(s * (surface(x + r*p[0], y + r*p[1], scale) - base) / r + cap)

    return -s * minimize(negative_reach, [0.0, 0.0], method="BFGS").fun


px, py = 180.0, 0.0
slope_x = -40 * k * np.sin(k * px)
slope_y = 25 * 1.7 * k * np.cos(1.7 * k * py + 0.4)
coefficient = {}
for s in (-1, 1):
    for scale in (1.0, 0.5, 0.25):
        g2 = scale**2 * (slope_x**2 + slope_y**2)
        ratio = (sphere_rate(px, py, scale, s) - s) / (g2 / 2)
        assert abs(ratio - s * (1 - g2 / 4)) < g2**2 / 8 + 2e-4
        coefficient[s, scale] = ratio
small_slope = np.sqrt(g2)

# --- Finite-time profiles: envelope against truncated equation ---
n = 256
x = np.arange(n) * period / n
dx = period / n
wave = 2 * np.pi * np.fft.rfftfreq(n, dx)


def truncated(distance, s, steps=240):
    """Integrate dh/d(vt) = s*(1 + h_x^2/2) with Fourier derivatives."""
    def rhs(h):
        hx = np.fft.irfft(1j * wave * np.fft.rfft(h), n)
        return s * (1 + hx**2 / 2)
    h, step = initial(x), distance / steps
    for _ in range(steps):
        a = rhs(h)
        b = rhs(h + step * a / 2)
        c = rhs(h + step * b / 2)
        d = rhs(h + step * c)
        h = h + step * (a + 2*b + 2*c + d) / 6
    return h


def radius_at(h, i):
    return dx**2 / abs(h[(i + 1) % n] - 2 * h[i] + h[i - 1])


def skewness(h):
    dev = h - h.mean()
    return np.mean(dev**3) / np.mean(dev**2)**1.5


arc_ratio = quad(lambda u: np.sqrt(1 + (max_slope * np.sin(u))**2),
                 0, 2 * np.pi)[0] / (2 * np.pi)
assert abs(arc_ratio - 1 - max_slope**2 / 4) < 3.1 * max_slope**4 / 64
error_bound = travel * max_slope**4 / 8
profile, model_error, radii, skew = {}, {}, {}, {}
for s in (-1, 1):
    h = envelope(x, travel, s)
    kpz = truncated(travel, s)
    profile[s] = h
    model_error[s] = np.max(abs(h - kpz))
    assert model_error[s] < error_bound * 1.01
    assert np.max(abs(h - initial(x) - s * travel)) > 10 * model_error[s]
    assert abs(s * h.mean() - travel * arc_ratio) < 1e-3
    for shape in (h, kpz):
        assert np.isclose(radius_at(shape, 0), radius + s * travel, rtol=0.01)
        assert np.isclose(radius_at(shape, n//2), radius - s*travel, rtol=0.01)
    radii[s] = radius_at(h, 0), radius_at(h, n // 2)
    skew[s] = skewness(h)
    assert s * skew[s] < -0.05
    assert abs(np.ptp(h) - 2 * amp) < 1e-3

# --- First cusp: on peaks in etching, in valleys in deposition ---
def slope_beside(place, distance, s):
    pair = envelope(np.array([place, place + 1.0]), distance, s)
    return abs(pair[1] - pair[0])


cusp = {}
for s, sharp, blunt in ((-1, 0.0, period/2), (1, period/2, 0.0)):
    before = slope_beside(sharp, 0.95 * radius, s)
    after = slope_beside(sharp, 1.05 * radius, s)
    assert before < 0.03 and after > 0.1
    assert slope_beside(blunt, 1.05 * radius, s) < 0.01
    cusp[s] = before, after

# --- Speed depending on tilt, from displaced planes ---
anisotropy = 0.02
laws = {
    "constant": lambda q: 1.0,
    "cos": lambda q: np.cos(q),
    "cos squared": lambda q: np.cos(q)**2,
    "crystal": lambda q: 1 - anisotropy * np.sin(2 * q)**2,
}


def plane_rise(law, m):
    """Rise at x = 0 of the plane z = m*x moved along its normal."""
    normal = np.array([-m, 1.0]) / np.hypot(m, 1.0)
    point = law(np.arctan(m)) * normal
    return point[1] - m * point[0]


tilt_coefficient = {}
d = 1e-3
for name, law in laws.items():
    measured = (plane_rise(law, d) - 2*plane_rise(law, 0)
                + plane_rise(law, -d)) / d**2
    formula = law(0.0) + (law(d) - 2 * law(0.0) + law(-d)) / d**2
    assert abs(measured - formula) < 1e-4
    tilt_coefficient[name] = measured
assert abs(tilt_coefficient["crystal"] - (1 - 8 * anisotropy)) < 1e-4
critical = anisotropy / (1 - tilt_coefficient["crystal"])

# --- Reactant depletion: diffuse flux balance between two crests ---
reaction_probability = 0.05
m = 401
xs = (np.arange(m) + 0.5) * period / m
hs = initial(xs)
hp = -amp * k * np.sin(k * xs)
root = np.sqrt(1 + hp**2)
exchange = np.zeros((m, m))
for i in range(m):
    for js in (np.arange(i + 1, m), np.arange(i - 1, -1, -1)):
        if len(js) == 0:
            continue
        ex, ez = xs[js] - xs[i], hs[js] - hs[i]
        rise = ez / abs(ex)
        visible = rise >= np.maximum.accumulate(rise)
        dist = np.hypot(ex, ez)
        cos_i = np.maximum((-hp[i] * ex + ez) / (root[i] * dist), 0)
        cos_j = np.maximum((hp[js] * ex - ez) / (root[js] * dist), 0)
        exchange[i, js] = visible*cos_i*cos_j/(2*dist)*root[js]*period/m
blocked = exchange.sum(axis=1)
flux = np.linalg.solve(np.eye(m) - (1 - reaction_probability) * exchange,
                       1 - blocked)
mid = m // 2
horizon = np.arctan(np.max((hs[mid+1:] - hs[mid]) / (xs[mid+1:] - xs[mid])))
assert np.isclose(blocked[mid], 1 - np.cos(horizon), rtol=0.02)
depletion = 1 - flux[mid]
assert np.isclose(depletion, reaction_probability * blocked[mid], rtol=0.05)

# --- Other neglected effects, with rough inputs ---
temperature, pressure_torr = 300.0, 0.5
surface_energy, lattice = 1.0, 0.566       # J/m^2, nm
collision_diameter, activation_ev = 0.4, 0.1
atom_volume = lattice**3 / 8
thermal = const.k * temperature
capillary = surface_energy * atom_volume * 1e-27 / thermal * 1e9
free_path_um = thermal / (np.sqrt(2) * np.pi * (collision_diameter*1e-9)**2
                          * pressure_torr * const.torr) * 1e6
drift = np.exp(activation_ev * const.e / const.k
               * (1/temperature - 1/(temperature + 1))) - 1
cell = 100.0
noise = np.sqrt(atom_volume * travel / cell**2)
counts = np.random.default_rng(1).poisson(travel*cell**2/atom_volume, 40000)
assert np.isclose(np.std(counts * atom_volume / cell**2), noise, rtol=0.03)
kpz_local = max_slope**2 / 2


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Etch speed", etch_speed, "nm/min")
show("Etch time", etch_time, "min")
show("Deposition speed", dep_speed, "nm/min")
show("Deposition time", dep_time, "min")
show("Normal travel, both cases", travel, "nm")
show("Corrugation amplitude", amp, "nm")
show("Corrugation period", period, "nm")
show("Largest slope", max_slope)
show("lambda, etching", -etch_speed, "nm/min")
show("lambda, etching", -etch_speed / 60, "nm/s")
show("lambda, deposition", dep_speed, "nm/min")
show("lambda, deposition", dep_speed / 60, "nm/s")
show("2D sphere test, smallest slope", small_slope)
for s, name in ((-1, "etching"), (1, "deposition")):
    for scale in (1.0, 0.5, 0.25):
        show(f"Sphere test lambda/v, {name}, slope x{scale}",
             coefficient[s, scale], digits=5)
show("KPZ excess speed at steepest point", 100 * kpz_local, "%")
show("Mean excess speed, second order", 100 * max_slope**2 / 4, "%")
show("Mean excess speed, full arc length", 100 * (arc_ratio - 1), "%")
show("Mean height change, etching", profile[-1].mean(), "nm", 6)
show("Mean height change, deposition", profile[1].mean(), "nm", 6)
show("Largest KPZ profile error, etching", model_error[-1], "nm", 3)
show("Bound on KPZ profile error", error_bound, "nm", 3)
show("Initial radius at peak and valley", radius, "nm")
for s, name in ((-1, "etching"), (1, "deposition")):
    show(f"Peak radius after {name}", radii[s][0], "nm")
    show(f"Valley radius after {name}", radii[s][1], "nm")
    show(f"Height skewness after {name}", skew[s], digits=3)
show("First cusp time, etching", radius / etch_speed, "min", 3)
show("First cusp time, deposition", radius / dep_speed, "min", 3)
show("Slope beside etched peak, 0.95 cusp time", cusp[-1][0], digits=2)
show("Slope beside etched peak, 1.05 cusp time", cusp[-1][1], digits=2)
for name in ("cos", "cos squared"):
    print(f"lambda/(s v0), {name} law: {tilt_coefficient[name]:.3f}")
show("Assumed crystal anisotropy", 100 * anisotropy, "%")
show("lambda/(s v0) with this anisotropy", tilt_coefficient["crystal"])
show("Anisotropy at which lambda vanishes", 100 * critical, "%")
show("Quartic/KPZ term at steepest point", 100 * max_slope**2 / 4, "%", 3)
show("Assumed reaction probability", reaction_probability)
show("Sky blocked at valley", 100 * blocked[mid], "%", 3)
show("Flux depletion at valley", 100 * depletion, "%", 2)
show("Rough surface energy", surface_energy, "J/m2")
show("Capillary length at 300 K", capillary, "nm", 2)
show("Capillary rate change at extremum", 100*capillary/radius, "%", 2)
show("Gas pressure", pressure_torr, "Torr")
show("Gas mean free path", free_path_um, "um", 2)
show("Rate change for 1 K at 0.1 eV", 100 * drift, "%", 2)
show("Counting noise in a 100 nm square cell", noise, "nm", 2)
print("OK")
```

Printed output:

```
Etch speed: 60 nm/min
Etch time: 2 min
Deposition speed: 20 nm/min
Deposition time: 6 min
Normal travel, both cases: 120 nm
Corrugation amplitude: 50 nm
Corrugation period: 1000 nm
Largest slope: 0.3142
lambda, etching: -60 nm/min
lambda, etching: -1 nm/s
lambda, deposition: 20 nm/min
lambda, deposition: 0.3333 nm/s
2D sphere test, smallest slope: 0.08374
Sphere test lambda/v, etching, slope x1.0: -0.97343
Sphere test lambda/v, etching, slope x0.5: -0.99309
Sphere test lambda/v, etching, slope x0.25: -0.99826
Sphere test lambda/v, deposition, slope x1.0: 0.97341
Sphere test lambda/v, deposition, slope x0.5: 0.99308
Sphere test lambda/v, deposition, slope x0.25: 0.99825
KPZ excess speed at steepest point: 4.935 %
Mean excess speed, second order: 2.467 %
Mean excess speed, full arc length: 2.424 %
Mean height change, etching: -122.908 nm
Mean height change, deposition: 122.908 nm
Largest KPZ profile error, etching: 0.139 nm
Bound on KPZ profile error: 0.146 nm
Initial radius at peak and valley: 506.6 nm
Peak radius after etching: 386.7 nm
Valley radius after etching: 626.6 nm
Height skewness after etching: 0.122
Peak radius after deposition: 626.6 nm
Valley radius after deposition: 386.7 nm
Height skewness after deposition: -0.122
First cusp time, etching: 8.44 min
First cusp time, deposition: 25.3 min
Slope beside etched peak, 0.95 cusp time: 0.019
Slope beside etched peak, 1.05 cusp time: 0.15
lambda/(s v0), cos law: 0.000
lambda/(s v0), cos squared law: -1.000
Assumed crystal anisotropy: 2 %
lambda/(s v0) with this anisotropy: 0.84
Anisotropy at which lambda vanishes: 12.5 %
Quartic/KPZ term at steepest point: 2.47 %
Assumed reaction probability: 0.05
Sky blocked at valley: 2.49 %
Flux depletion at valley: 0.13 %
Rough surface energy: 1 J/m2
Capillary length at 300 K: 5.5 nm
Capillary rate change at extremum: 1.1 %
Gas pressure: 0.5 Torr
Gas mean free path: 87 um
Rate change for 1 K at 0.1 eV: 1.3 %
Counting noise in a 100 nm square cell: 0.016 nm
OK
```
